# Film Modulus and Expansion from Stress–Temperature Slopes on Two Substrates, part 2

The problem is to find a film's biaxial modulus $M$ and expansion coefficient $\alpha_f$ from the slopes $s_i=d\sigma_i/dT$ of its stress against temperature on two substrates, $i=A,B$, with known, different expansion coefficients $\alpha_i$. The subscript $s$ denotes a substrate in general, $f$ the film. Tensile stress and extension are positive. The film is bonded, isotropic in the plane, and has the same $M$ and $\alpha_f$ on both substrates.

With Young modulus $E$ and Poisson ratio $\nu$, the film stress $\sigma$ follows from the elastic strain $\varepsilon$:
$$\sigma=M\varepsilon,\qquad M=\frac{E}{1-\nu}. \tag{1}$$
For elastic growth strain $\varepsilon_g$ at the deposition temperature $T_d$ and constant expansion coefficients,
$$\varepsilon(T)=\varepsilon_g+(\alpha_s-\alpha_f)(T-T_d). \tag{2}$$

In the thin-film limit, where the film does not noticeably strain the substrate, and for constant $M$, Section 1 gave the slope law and its inversion (the two-slope formulas):
$$s_i=M(\alpha_i-\alpha_f), \tag{3}$$
$$M=\frac{s_A-s_B}{\alpha_A-\alpha_B}, \tag{4}$$
$$\alpha_f=\frac{s_A\alpha_B-s_B\alpha_A}{s_A-s_B}. \tag{5}$$
Independent slope errors with the same standard uncertainty $u_s$ give
$$u(M)=\frac{\sqrt2\,u_s}{|\alpha_A-\alpha_B|},\qquad
u(\alpha_f)=\frac{u_s\sqrt{s_A^2+s_B^2}}{M|s_A-s_B|}. \tag{9}$$
For independent errors $u_a$ of the substrate expansions, replace $u_s$ by $Mu_a$. Small slope errors $ds_i$, with the substrate expansions held fixed, change the results by
$$dM=\frac{ds_A-ds_B}{\alpha_A-\alpha_B},\qquad d\alpha_f=\frac{s_B\,ds_A-s_A\,ds_B}{M(s_A-s_B)}. \tag{10}$$

The example has $M=200$ GPa, $\alpha_f=12\times10^{-6}\ \mathrm{K^{-1}}$, $\alpha_A=3\times10^{-6}\ \mathrm{K^{-1}}$, $\alpha_B=8\times10^{-6}\ \mathrm{K^{-1}}$, $s_A=-1.80$ MPa/K and $s_B=-0.80$ MPa/K.

Film stress can be found from the curvature of the substrate. Curvature exists because the film does strain the substrate, which the thin-film limit neglects. The next lemma keeps that strain.

### Lemma 3: curvature of the heated bilayer

Let the film have thickness $h_f$, and the substrate thickness $h_s$ and biaxial modulus $M_s$. Put
$$h=\frac{h_f}{h_s},\qquad m=\frac{M}{M_s},\qquad \theta=(\alpha_s-\alpha_f)\Delta T .$$
Here $\Delta T$ is the heating interval and $\theta$ the elastic strain change that an infinitely thick substrate would impose. Positive curvature $\kappa$ means that the film side is concave.

**Lemma 3.** For small deflections and constant moduli, a free bilayer that is isotropic in the plane changes its curvature on heating by
$$\kappa=\frac{6mh(1+h)}{h_sP}\,\theta,\qquad P=1+4mh+6mh^2+4mh^3+m^2h^4. \tag{11}$$

**Proof.** Measure $z$ from the middle of the substrate towards the film. In a thin plate bent equally in both directions the total in-plane strain is linear in $z$. We write its change as $e_0-\kappa z$; the minus sign makes the film side shorter when $\kappa>0$. Let $a=e_0-\alpha_s\Delta T$. Subtracting the free thermal strain of each layer and multiplying by its modulus gives the stress changes
$$\Delta\sigma_s=M_s(a-\kappa z),\qquad \Delta\sigma_f=M(a+\theta-\kappa z).$$
In the film, $e_0-\alpha_f\Delta T=a+(\alpha_s-\alpha_f)\Delta T=a+\theta$.

The centre of the film lies at $c=(h_s+h_f)/2$. The change of film force per unit width is
$$N=Mh_f(a+\theta-\kappa c). \tag{12}$$
The substrate is centred on $z=0$, so its force is $M_sh_sa$. No external force acts, and therefore $N+M_sh_sa=0$, or $a=-N/(M_sh_s)$.

No external moment acts either, so $\int\Delta\sigma\,z\,dz=0$. The substrate contributes $-\kappa M_sh_s^3/12$. In the film, write $z=c+y$ with $y$ measured from its centre. The mean stress gives $Nc$, and the part $-M\kappa y$ gives $-\kappa Mh_f^3/12$. Hence
$$Nc=\frac{\kappa}{12}\left(M_sh_s^3+Mh_f^3\right). \tag{13}$$

Insert $a=-N/(M_sh_s)$ into equation (12), divide by $Mh_f$, and solve for $\theta$:
$$\theta=N\left(\frac1{Mh_f}+\frac1{M_sh_s}\right)+\kappa c .$$
Equation (13) supplies $N$. With $c=h_s(1+h)/2$, $Mh_f=mh\,M_sh_s$ and $Mh_f^3=mh^3M_sh_s^3$,
$$N=\frac{\kappa M_sh_s^2(1+mh^3)}{6(1+h)},\qquad
\frac1{Mh_f}+\frac1{M_sh_s}=\frac{1+mh}{mh\,M_sh_s}.$$
The strain becomes
$$\theta=\kappa h_s\left[\frac{(1+mh^3)(1+mh)}{6mh(1+h)}+\frac{1+h}{2}\right]
=\kappa h_s\,\frac{(1+mh^3)(1+mh)+3mh(1+h)^2}{6mh(1+h)}.$$
The two products in the numerator are
$$(1+mh^3)(1+mh)=1+mh+mh^3+m^2h^4,$$
$$3mh(1+h)^2=3mh+6mh^2+3mh^3 .$$
Their sum is $P$, and solving for $\kappa$ gives equation (11). $\square$

### What Stoney's equation returns

For $h_f\ll h_s$, equation (13) reduces to $Nh_s/2=\kappa M_sh_s^3/12$. Division by $h_sh_f/2$ gives Stoney's equation for the film stress change:
$$\Delta\sigma_{\mathrm{St}}=\frac{M_sh_s^2\kappa}{6h_f}. \tag{14}$$
It needs the substrate modulus but no film constant. Inserting the full curvature (11), and using $M_sm=M$ and $h_sh/h_f=1$,
$$\Delta\sigma_{\mathrm{St}}=M\theta\,\frac{1+h}{P}. \tag{15}$$
The slope obtained from curvature is therefore $s_i(1+h)/P_i$ instead of $s_i$. To first order in $h$ at fixed $m$, $1/P=1-4mh$, and the fractional error relative to $s_i$ is
$$f_i=h-4m_ih. \tag{16}$$

The two terms have different origins. The mean stress change in the film is $N/h_f=M\theta(1+mh^3)/P$, which is $M\theta(1-4mh)$ to first order. This reduction is real: the film strains the substrate surface beneath it. With $\kappa=6N/(M_sh_s^2)$ to leading order, the strain of that surface is
$$-\frac{N}{M_sh_s}-\frac{\kappa h_s}{2}=-\frac{N}{M_sh_s}(1+3).$$
One quarter comes from uniform strain and three quarters from bending. The remaining term $+h$ is an error of Stoney's equation as a measure of mean stress. The film force acts at distance $(h_s+h_f)/2$ from the substrate centre, while the equation assumes $h_s/2$.

### Bias of the two film constants

Set $ds_i=s_if_i$ in equation (10), and use $s_i=M(\alpha_i-\alpha_f)$. To first order,
$$\frac{\delta M}{M}=\frac{(\alpha_A-\alpha_f)f_A-(\alpha_B-\alpha_f)f_B}{\alpha_A-\alpha_B}. \tag{17}$$
For the expansion, the numerator in equation (10) is $s_As_B(f_A-f_B)$, and the denominator is $M^2(\alpha_A-\alpha_B)$. Hence
$$\delta\alpha_f=\frac{(\alpha_A-\alpha_f)(\alpha_B-\alpha_f)(f_A-f_B)}{\alpha_A-\alpha_B}. \tag{18}$$
If both slopes have the same fractional error, $M$ takes over that error and $\alpha_f$ is unaffected to this order. Substrates of unequal stiffness or thickness generally bias both constants.

In the example the film is 1 µm thick and each substrate 500 µm, so $h=0.002$. The substrate moduli are 180 GPa for A and 500 GPa for B. The fractional errors are
$$f_A=0.002\left(1-4\times\frac{200}{180}\right)=-0.69\%,\qquad
f_B=0.002\left(1-4\times\frac{200}{500}\right)=-0.12\% .$$

The curvatures were computed by numerical minimization of the elastic energy of the layered plate, with quadrature through its thickness. Heating by 100 K changes them by $-0.02384\ \mathrm{m^{-1}}$ on A and $-0.00384\ \mathrm{m^{-1}}$ on B. The change is towards a convex film side, as it should be when the film expands more than the substrate. For A, Stoney's equation gives
$$\frac{(180\times10^9)(500\times10^{-6})^2(-0.02384)}{6(10^{-6})(100)}\ \mathrm{Pa/K}=-1.788\ \mathrm{MPa/K}.$$
For B it gives $-0.799$ MPa/K. Inverting the unrounded slopes, $-1.78766$ and $-0.79904$ MPa/K, without correction yields $M=197.7$ GPa and $\alpha_f=12.04\times10^{-6}\ \mathrm{K^{-1}}$.

Equation (17) predicts a modulus bias of
$$\frac{(-9)(-0.689)-(-4)(-0.120)}{-5}\,\%=-1.14\%$$
relative to the true modulus, as found. This is larger than the error of either slope. The error on A acts on the larger slope, while the modulus comes from the smaller difference of slopes. Equation (18) gives
$$\delta\alpha_f=\frac{(-9)(-4)(-0.00689+0.00120)}{-5}\times10^{-6}\ \mathrm{K^{-1}}=0.04\times10^{-6}\ \mathrm{K^{-1}},$$
also as found.

### Removing the thickness bias

Equation (15) can be solved for the thin-film slope:
$$s_i=s_{i,\mathrm{St}}\,\frac{P_i(M)}{1+h}. \tag{19}$$
The factor $P_i$ contains the unknown $M$, so the correction is repeated. One starts with the uncorrected modulus, corrects both slopes, inverts them, and uses the new modulus in the next round.

To leading order in $h$, the dependence of $P_i$ on $M$ is $4hM/M_{s,i}$. An error $\delta M$ in the modulus used for the correction thus shifts the corrected slope by $4hs_i\,\delta M/M_{s,i}$. The next modulus is wrong by
$$\delta M_{\mathrm{next}}=\frac{4h}{\alpha_A-\alpha_B}\left(\frac{s_A}{M_{s,A}}-\frac{s_B}{M_{s,B}}\right)\delta M .$$
For the example the factor before $\delta M$ is
$$\frac{0.008}{-5\times10^{-6}}\left(\frac{-1.80}{180}+\frac{0.80}{500}\right)\times10^{-3}=0.013 ,$$
where $10^{-3}$ converts MPa to GPa. Each round leaves about one hundredth of the previous error, and the iteration settles at $M=200.0$ GPa and $\alpha_f=12.00\times10^{-6}\ \mathrm{K^{-1}}$. These are the input values, because the curvatures contain no measurement noise. With real data the uncertainties of Section 1 remain, together with those of the substrate moduli and the thicknesses. The condition of small deflection must also be checked. A disc of radius $R$ bent into a bowl stretches its own mid-plane, which lowers the curvature by a fraction of order $(R^2\kappa/4h_s)^2$. Here $\kappa$ is the total curvature, including that from growth stress, and equation (19) does not remove this effect. Take the example thicknesses, substrate Poisson ratios of 0.25 and 0.20, film strains of 0.28 % on A and 0.18 % on B before heating by 100 K, and the curvature at the disc centre. The thickness-corrected inversion then gives about 199 GPa for $R=25$ mm, but about 189 GPa and $12.2\times10^{-6}\ \mathrm{K^{-1}}$ for $R=50$ mm.

### Proposition: a modulus that changes with temperature

Return to the thin-film limit, but let $M$ depend on $T$, with derivative $M'=dM/dT$. Stress and elastic strain at the same temperature are related by $\sigma=M(T)\varepsilon$, and $\alpha_f$ is the expansion coefficient of the stress-free film. The product rule gives
$$s_i=M(\alpha_i-\alpha_f)+M'\varepsilon_i . \tag{20}$$
The second term is the stress change at fixed elastic strain due to the changing stiffness. It depends on the strain already present, so growth strain no longer disappears on differentiation.

**Proposition.** Let the expansion coefficients be constant, and let the film have the same deposition temperature $T_d$ and the same elastic growth strain $\varepsilon_g$ on both substrates. If $M_{\mathrm{app}}\ne0$, the two-slope formulas return
$$M_{\mathrm{app}}=M+M'(T-T_d),\qquad
\alpha_{\mathrm{app}}=\alpha_f-\frac{M'\varepsilon_g}{M_{\mathrm{app}}}, \tag{21}$$
with $M$ and $M'$ taken at the temperature $T$ of the slopes.

**Proof.** The elastic strain is $\varepsilon_i=\varepsilon_g+(\alpha_i-\alpha_f)(T-T_d)$. Insert it into equation (20) and collect the terms in $\alpha_i-\alpha_f$:
$$s_i=\left[M+M'(T-T_d)\right](\alpha_i-\alpha_f)+M'\varepsilon_g .$$
The bracket is $M_{\mathrm{app}}$. Taking it out as a common factor,
$$s_i=M_{\mathrm{app}}\left(\alpha_i-\alpha_f+\frac{M'\varepsilon_g}{M_{\mathrm{app}}}\right)=M_{\mathrm{app}}(\alpha_i-\alpha_{\mathrm{app}}).$$
This has the form of the thin-film slope law with $M_{\mathrm{app}}$ and $\alpha_{\mathrm{app}}$ in place of $M$ and $\alpha_f$. The inversion therefore returns these two quantities. $\square$

Let the example film soften by 0.020 GPa per kelvin, so $M'=-0.020$ GPa/K. It was deposited at 500 K with a tensile elastic strain of 0.10 %, and the slopes are taken at 300 K, where $M=200$ GPa. Then
$$M_{\mathrm{app}}=200+(-0.020)(300-500)=204\ \mathrm{GPa}.$$
The growth strain adds $M'\varepsilon_g=-0.020$ MPa/K to both slopes:
$$s_A=-1.836-0.020=-1.856\ \mathrm{MPa/K},$$
$$s_B=-0.816-0.020=-0.836\ \mathrm{MPa/K}.$$
Their difference gives 204 GPa, which is 2 % above the true modulus at 300 K. The apparent expansion is higher than the true one by $0.020/(2.04\times10^5)=0.10\times10^{-6}\ \mathrm{K^{-1}}$.

A third substrate does not reveal this error if its film has the same growth strain and deposition temperature. The proof shows that all such slopes still lie on one straight line; the line merely has the wrong gradient and the wrong zero.

If the total film stress $\sigma_i$ and the ratio $M'/M$ are known, the error can be removed. Since $\varepsilon_i=\sigma_i/M$, equation (20) gives
$$s_i-\frac{M'}{M}\sigma_i=M(\alpha_i-\alpha_f). \tag{22}$$
The two-slope formulas apply to the left side. This requires the total stress, including growth stress, and not just its change on heating. If the stress comes from curvature, Stoney's equation must use the substrate modulus at each temperature. A fixed $M_s$ adds $-(M_s'/M_s)\sigma_i$ to each slope, a term of the same kind as the one removed. In the example, $M_s'/M_s=-5\times10^{-5}\ \mathrm{K^{-1}}$ on both substrates would leave 198 GPa instead of 200 GPa after equation (22).

If the growth strains differ, the difference of the slopes contains the extra term $M'(\varepsilon_{g,A}-\varepsilon_{g,B})$. The apparent modulus then changes by this term divided by $\alpha_A-\alpha_B$. Equation (22) still holds, because it uses the stress of each film separately.

### Where the elastic interpretation ends

Yielding and creep add an inelastic strain to the film, and interface slip changes the extension that the substrate imposes on it. Let $q_i$ be the inelastic strain gained per kelvin along the measured path, plus the imposed extension lost to slip per kelvin. The elastic strain then changes at the rate $\alpha_i-\alpha_f-q_i$. For constant $M$ the slope is
$$s_i=M(\alpha_i-\alpha_f-q_i).$$
Two slopes now contain four unknowns: $M$, $\alpha_f$, $q_A$ and $q_B$. If $q_A=q_B=q$, the modulus is still correct, but the inversion returns $\alpha_f+q$ as the expansion. If they differ, both constants are affected in general.

Heating and cooling offer a partial safeguard. In the elastic model the stress is a function of temperature alone, so both runs must follow the same curve. A loop larger than the measurement error shows that the model fails somewhere on the cycle. It need not fail at every temperature where the two curves differ: a film that yields only when hot can be elastic on both branches at lower temperatures. Absence of a loop is necessary for the film to be elastic over the whole cycle, but does not by itself establish that the two films are identical or that $M$ is constant.
